\section*{The spherical-cap factor for crystal nucleation at a flat electrode}

An amorphous oxide film in a memory capacitor is heated until it crystallizes. A crystalline nucleus can form inside the film or against an electrode. This problem asks how much the electrode lowers the barrier, and which property of the interfaces decides the answer.

The electrode is a flat, rigid wall. Crystallizing a unit volume releases the free energy $g>0$, the same everywhere. The interfaces are sharp, and each has a fixed energy per area: $\gamma$ between crystal and amorphous film, $\gamma_{wa}$ between wall and amorphous film, and $\gamma_{wc}$ between wall and crystal. The energy $\gamma$ doesn't depend on the orientation of the surface. The contact line carries no energy of its own, strain is neglected, and the nucleus is smaller than the film thickness. Energies are in eV and lengths in nm.

\section*{(a) The energy of an attached nucleus}

\textbf{Question.} A nucleus has volume $V$, free area $A$ against the amorphous film and base area $B$ on the wall. Find its free energy relative to the uncrystallized film, and define the barrier.

\textbf{Solution.} The volume contributes $-gV$ and the free surface $+\gamma A$. Under the base, a wall/amorphous interface has been replaced by a wall/crystal interface, which costs $(\gamma_{wc}-\gamma_{wa})B$. With
\begin{equation}
m=\frac{\gamma_{wa}-\gamma_{wc}}{\gamma}
\end{equation}
the sum is
\begin{equation}
G=-gV+S,\qquad S=\gamma\,(A-mB). \label{eq:G}
\end{equation}
A positive $m$ means that the wall prefers the crystal, so that the base lowers the energy.

A nucleus of given volume can adjust its shape. The barrier $W$ is therefore found in two steps: minimize $S$ over all shapes at fixed $V$, then maximize the resulting $G$ over $V$. Until part (e) we take $-1<m<1$.

\section*{(b) The shape of the free surface}

\textbf{Question.} Show that the free surface of least energy at fixed volume is part of a sphere.

\textbf{Solution.} Replace every slice of the nucleus parallel to the wall by a disk of equal area, with all disks centred on one axis. This operation, Schwarz symmetrization, keeps $V$ and $B$ and doesn't increase $A$. We may therefore look for the minimum among bodies of revolution. Let $x(z)$ be the radius at height $z$ above the wall, and $x'=dx/dz$. Then
\begin{equation}
A=\int 2\pi x\sqrt{1+x'^2}\,dz,\qquad V=\int \pi x^2\,dz .
\end{equation}
This description also covers a nucleus that bulges out over its base.

For variations that leave the base unchanged, $A-\lambda V$ must be stationary, where the multiplier $\lambda$ enforces the fixed volume. The integrand $L=2\pi x\sqrt{1+x'^2}-\lambda\pi x^2$ doesn't contain $z$ explicitly, so $L-x'\,\partial L/\partial x'$ is constant along the profile:
\begin{align}
2\pi x\sqrt{1+x'^2}-\frac{2\pi x\,x'^2}{\sqrt{1+x'^2}}-\lambda\pi x^2
&=\frac{2\pi x}{\sqrt{1+x'^2}}-\lambda\pi x^2=C .
\end{align}
At the top of the nucleus $x=0$, hence $C=0$. Dividing by $2\pi x$ and writing $R=2/\lambda$ gives
\begin{equation}
\frac{1}{\sqrt{1+x'^2}}=\frac{x}{R}
\quad\Longrightarrow\quad
x\,x'=\pm\sqrt{R^2-x^2}.
\end{equation}
Since $\frac{d}{dz}\sqrt{R^2-x^2}=-xx'/\sqrt{R^2-x^2}=\mp1$, integration yields
\begin{equation}
x^2+(z-z_0)^2=R^2 ,
\end{equation}
a sphere of radius $R$ centred at height $z_0$. The first integral also admits the constant $x=R$, but the Euler--Lagrange equation for constant $x$ reads $2\pi-2\pi\lambda x=0$, or $x=R/2$, so a cylindrical piece is excluded.

The multiplier has a direct meaning: $\gamma\lambda=2\gamma/R$ is the Laplace pressure, which is uniform because the driving energy is uniform. If $\gamma$ depended on orientation, facets could appear and the sphere would be lost.

\section*{(c) The contact angle}

\textbf{Question.} Let $\theta$ be the angle between the wall and the free surface, measured through the crystal. Among all caps of the same volume, which $\theta$ has the least energy?

\textbf{Solution.} Let the cap have height $h$ and base radius $a$. At depth $s$ below its top, $x^2=R^2-(R-s)^2=2Rs-s^2$. A slice of a sphere with thickness $ds$ has the lateral area $2\pi R\,ds$. Thus
\begin{align}
a^2&=2Rh-h^2, & A&=2\pi Rh=\pi(a^2+h^2),\label{eq:a}\\
B&=\pi a^2, & V&=\pi\int_0^h(2Rs-s^2)\,ds=\pi\Bigl(Rh^2-\frac{h^3}{3}\Bigr).\label{eq:V}
\end{align}
Substituting $2Rh=a^2+h^2$ in the volume,
\begin{equation}
V=\frac{\pi h}{2}(a^2+h^2)-\frac{\pi h^3}{3}=\frac{\pi h}{6}(3a^2+h^2)
\quad\Longrightarrow\quad
a^2=\frac{2V}{\pi h}-\frac{h^2}{3}.
\end{equation}
The surface energy at fixed $V$ is now a function of $h$ alone:
\begin{equation}
\frac{S}{\pi\gamma}=(1-m)a^2+h^2=(1-m)\Bigl(\frac{2V}{\pi h}-\frac{h^2}{3}\Bigr)+h^2 .
\end{equation}
Its derivative vanishes when
\begin{equation}
(1-m)\Bigl(\frac{2V}{\pi h^2}+\frac{2h}{3}\Bigr)=2h .
\end{equation}
From the expression for $V$, $2V/(\pi h^2)=a^2/h+h/3$, so the bracket equals $(a^2+h^2)/h$. Therefore
\begin{equation}
1-m=\frac{2h^2}{a^2+h^2}=\frac{2h^2}{2Rh}=\frac{h}{R}.
\end{equation}
The angle between the wall and the surface at the contact line equals the angle between the vertical and the radius drawn to that line. The centre thus lies at height $-R\cos\theta$, and $h=R(1-\cos\theta)$. Hence
\begin{equation}
\cos\theta=m=\frac{\gamma_{wa}-\gamma_{wc}}{\gamma}. \label{eq:young}
\end{equation}
This is Young's equation. It is a minimum, because
\begin{equation}
\frac{1}{\pi\gamma}\frac{d^2S}{dh^2}=(1-m)\frac{4V}{\pi h^3}+\frac{4+2m}{3}>0
\qquad(-1<m<1)
\end{equation}
at every height, so there is no second minimum. The volume has dropped out of Eq.~\eqref{eq:young}: a growing nucleus keeps its angle and changes only its size.

\section*{(d) The barrier and its reduction}

\textbf{Question.} Find the barriers at the wall and in the bulk, and express their ratio through $\theta$.

\textbf{Solution.} Write $c=\cos\theta$ and insert $h=R(1-c)$ in Eq.~\eqref{eq:V}:
\begin{equation}
V=\frac{\pi h^2}{3}(3R-h)=\frac{\pi R^3}{3}(1-c)^2(2+c).
\end{equation}
For the surface energy, $A=2\pi R^2(1-c)$ and $B=\pi R^2(1-c^2)$. With $m=c$,
\begin{align}
\frac{S}{\gamma}&=2\pi R^2(1-c)-c\,\pi R^2(1-c)(1+c)\nonumber\\
&=\pi R^2(1-c)(2-c-c^2)=\pi R^2(1-c)^2(2+c),
\end{align}
since $2-c-c^2=(1-c)(2+c)$. The same angular expression occurs in both terms. Define
\begin{equation}
f(\theta)=\frac{(2+\cos\theta)(1-\cos\theta)^2}{4}=\frac{2-3\cos\theta+\cos^3\theta}{4}. \label{eq:f}
\end{equation}
Then $V=\frac{4\pi}{3}R^3f$, $S=4\pi R^2\gamma f$, and
\begin{equation}
G(R)=f(\theta)\Bigl[-\frac{4\pi}{3}R^3g+4\pi R^2\gamma\Bigr].
\end{equation}
The bracket is the energy of a complete sphere in the bulk. At fixed $\theta$ the volume grows with $R$, so we may maximize over $R$:
\begin{equation}
\frac{dG}{dR}=4\pi f\,(2R\gamma-R^2g)=0\quad\Longrightarrow\quad R^*=\frac{2\gamma}{g}.
\end{equation}
Here $d^2G/dR^2=8\pi f(\gamma-R^*g)=-8\pi f\gamma<0$, a maximum. Its height is
\begin{equation}
W_{\rm wall}=4\pi fR^{*2}\Bigl(\gamma-\frac{R^*g}{3}\Bigr)
=4\pi f\,\frac{4\gamma^2}{g^2}\,\frac{\gamma}{3}
=f\,\frac{16\pi\gamma^3}{3g^2}.
\end{equation}
Setting $f=1$ gives the bulk barrier, and therefore
\begin{equation}
\boxed{\;\frac{W_{\rm wall}}{W_{\rm bulk}}=\frac{(2+\cos\theta)(1-\cos\theta)^2}{4}\;} \label{eq:result}
\end{equation}

The wall doesn't change the critical radius of curvature, which is set by the balance of $2\gamma/R$ against $g$. It reduces the amount of crystal needed to reach that curvature. The contact angle alone fixes the ratio, but not the barrier itself, which still needs $\gamma$ and $g$.

\section*{(e) Limits, and angles that do not exist}

\textbf{Question.} Examine $f$ between $0$ and $180^\circ$. What happens when $|m|\ge1$?

\textbf{Solution.} Differentiating Eq.~\eqref{eq:f},
\begin{equation}
\frac{df}{d\theta}=\frac{-3+3\cos^2\theta}{4}(-\sin\theta)=\frac34\sin^3\theta ,
\end{equation}
which is positive between the end points. Thus $f$ rises steadily from 0 to 1 and is steepest at $90^\circ$, where the nucleus is a hemisphere and $f=1/2$. For small $\theta$ in radians, $1-\cos\theta\approx\theta^2/2$ and $2+\cos\theta\approx3$, so
\begin{equation}
f\approx\frac{3\theta^4}{16}.
\end{equation}
The fourth power makes a well-wetting wall very effective within this model: $f=0.013$ at $30^\circ$.

For $|m|\ge1$ we need the barrier of a nucleus whose shape is fixed but arbitrary. Under a change of size, $S=\gamma\sigma V^{2/3}$, where the number $\sigma$ depends on shape and on $m$. If $\sigma>0$, the maximum of $-gV+\gamma\sigma V^{2/3}$ satisfies $gV=\frac23\gamma\sigma V^{2/3}$. Hence $V^{1/3}=2\gamma\sigma/(3g)$, and the barrier is $\frac13\gamma\sigma V^{2/3}=4\gamma^3\sigma^3/(27g^2)$. Dividing by $W_{\rm bulk}$,
\begin{equation}
\frac{W}{W_{\rm bulk}}=\frac{\sigma^3}{36\pi}=\frac{(A-mB)^3}{36\pi V^2}. \label{eq:shape}
\end{equation}

If $m\le-1$, then $A-mB\ge A+B$, the total area of the body. A sphere has the least total area at given volume, so $(A+B)^3\ge36\pi V^2$ and the ratio is at least one. The wall gives no advantage.

If $m>1$, consider a flat cap. Equation~\eqref{eq:a} gives $A/B=1+h^2/a^2$, which falls below $m$ when $h/a$ is small enough. Then $S<0$ and no capillary barrier remains. At $m=1$, $A-B=\pi h^2$ while $V\approx\pi ha^2/2$, so the ratio in Eq.~\eqref{eq:shape} scales as $(h/a)^4$ and can be made as small as desired. The continuum description fails once $h$ approaches atomic size.

Equation~\eqref{eq:shape} also allows a check that doesn't assume a cap. A surface of revolution made of 25 conical rings was deformed, each ring edge moving along a fixed ray from the centre of the base, until this ratio was smallest. For Young angles of $60^\circ$, $90^\circ$ and $120^\circ$ the minima were 0.15633, 0.50025 and 0.84439, against 0.15625, 0.50000 and 0.84375 from Eq.~\eqref{eq:f}. Each lies slightly above the formula, as it must, because a body made of rings is an allowed shape but not the best one.

\section*{(f) A worked example}

\textbf{Question.} Take $\gamma=2$ eV/nm$^2$, $g=4$ eV/nm$^3$, $\gamma_{wa}=5$ eV/nm$^2$, $\gamma_{wc}=4$ eV/nm$^2$ and $T=800$ K, in a film 10 nm thick. Find the critical nucleus and both barriers.

\textbf{Solution.} Young's equation gives $\cos\theta=(5-4)/2=0.5$, so $\theta=60^\circ$ and
\begin{equation}
f=\frac{(2.5)(0.5)^2}{4}=0.156 .
\end{equation}
The critical radius is $R^*=2(2)/4=1.0$ nm. The cap is $h=0.50$ nm high, with base radius $a=R^*\sin\theta=0.87$ nm. The barriers are
\begin{align}
W_{\rm bulk}&=\frac{16\pi(2)^3}{3(4)^2}=8.38\ \text{eV}=1.34\times10^{-18}\ \text{J},\\
W_{\rm wall}&=0.156\,W_{\rm bulk}=1.31\ \text{eV}=2.10\times10^{-19}\ \text{J}.
\end{align}
A numerical search over radius and angle, in which Young's equation was not imposed, returned the same wall barrier and $60.0^\circ$.

With $k_BT=0.0689$ eV, the barriers are $122\,k_BT$ in the bulk and $19\,k_BT$ at the wall. The Boltzmann factor at the wall is larger by
\begin{equation}
\exp\Bigl(\frac{W_{\rm bulk}-W_{\rm wall}}{k_BT}\Bigr)\approx10^{44.5}.
\end{equation}
This is not yet a ratio of nucleation rates, which also contain the number of sites and the rate at which atoms attach. It shows how strongly a modest factor $f$ acts once it stands in an exponent.

\section*{(g) How far can the numbers be trusted?}

\textbf{Question.} Estimate how line tension, an error in $\gamma$, elastic strain and polarization change the wall barrier of 1.31 eV.

\textbf{Solution.} \emph{Line tension.} An energy $\tau$ per length of contact line adds $2\pi a\tau$. At the pass $G$ is stationary, so a small shift of radius or angle matters only at second order in $\tau$. To first order,
\begin{equation}
\delta W=2\pi a\tau=2\pi(0.866)(\pm0.05)=\pm0.27\ \text{eV}
\end{equation}
for an assumed $\tau=\pm0.05$ eV/nm. The search over radius and angle of spherical caps gives 1.58 and 1.04 eV. For $\tau<0$ the restriction to caps matters in principle: a contact line rippled on a fine enough scale, here about 0.1 nm and so below atomic size, would lower the continuum energy without bound. The ratio $W_{\rm wall}/W_{\rm bulk}$ then no longer depends on the Young angle alone.

\emph{Interface energy.} Lower $\gamma$ by 10\% and hold both wall energies fixed. The angle falls to $56.3^\circ$ and the barrier to 0.77 eV, a drop of 41\%. The factor $\gamma^3$ alone gives $0.9^3=0.73$; the smaller angle supplies the rest.

\emph{Strain.} Suppose the crystal would differ in linear size by a fraction $\varepsilon$ from the space it replaces, and the surrounding glass responds elastically without flowing. We estimate the energy for a sphere in an unbounded matrix with the same Young modulus $Y$ and Poisson ratio $\nu$. Let the interface be displaced by $eR$. The sphere has uniform strain $e-\varepsilon$ along each axis and stores $\frac92K(e-\varepsilon)^2$ per volume, where $K$ is the bulk modulus. In the matrix the displacement $eR^3/r^2$ gives strains $-2e(R/r)^3$, $e(R/r)^3$ and $e(R/r)^3$. Their sum is zero, so with shear modulus $\mu$ the energy density is $6\mu e^2(R/r)^6$. Integrated over $r>R$ and divided by the volume of the sphere, it is $6\mu e^2$. Minimizing the sum over $e$ combines the two stiffnesses like springs in series:
\begin{equation}
w=\varepsilon^2\Bigl(\frac{2}{9K}+\frac{1}{6\mu}\Bigr)^{-1}.
\end{equation}
With $K=Y/[3(1-2\nu)]$ and $\mu=Y/[2(1+\nu)]$,
\begin{equation}
\frac{2}{9K}+\frac1{6\mu}=\frac{2(1-2\nu)+(1+\nu)}{3Y}=\frac{1-\nu}{Y},
\qquad w=\frac{Y\varepsilon^2}{1-\nu}.
\end{equation}
For $Y=200$ GPa, $\nu=0.3$ and $\varepsilon=0.03$ this is 1.6 eV/nm$^3$, a large part of $g$. Replacing $g$ by $g-w$ raises the wall barrier to 3.65 eV and the bulk barrier to 23.4 eV. Their ratio remains $f$ because the same $w$ was assigned to both nuclei; a real cap on a stiff wall need not have the strain energy of a sphere.

\emph{Polarization.} If the nucleus is polar, with $P=20$ $\mu$C/cm$^2$ along a field $E=1$ MV/cm, the driving energy gains $PE=0.125$ eV/nm$^3$ and the barrier falls to 1.23 eV. An unscreened polarized slab has zero displacement field across it, and its depolarization energy density is $P^2/(2\epsilon_0\epsilon_r)$. With $\epsilon_r=30$ this is 0.47 eV/nm$^3$, and the barrier becomes 1.68 eV. The field in such a slab, $P/(\epsilon_0\epsilon_r)=7.5$ MV/cm, is several times the coercive field of hafnia films (1--2 MV/cm), so a fixed polarization of this size would not persist unscreened; that the nucleus is polar at the annealing temperature is also an assumption. The slab gives an upper estimate, not a solution for the cap: in a film of similar permittivity the depolarizing field of a compact nucleus is weaker, and a metallic electrode screens part of it.

\emph{The real case.} The example has in mind a 10 nm amorphous hafnia film annealed on a metallic electrode, for which the thickness and temperature are ordinary. The interface energies and driving energy are round assumptions, so the barriers are illustrations and not predictions for a device. With a rough volume of 0.035 nm$^3$ per formula unit, the critical cap contains only about 19 units, and its height is roughly one unit cell. Sharp interfaces and a uniform interior are therefore doubtful, and the size of that error cannot be found within this model. With the values assumed here, unrelaxed strain moves the barrier most, by a factor of 2.8, but this ordering rests on the choice of $\varepsilon$ and $\tau$. At $\varepsilon=0.02$ the factor is 1.5, less than the effect of the 10\% change in $\gamma$, while $g-w$ vanishes at $\varepsilon=0.047$. A line tension of order $\gamma$ times a bond length, 0.5 eV/nm, would shift the barrier by about 2.7 eV to first order, more than the 2.3 eV from strain. Real electrodes are also rough and crystalline, which breaks the assumptions of a smooth wall and isotropic interfaces.

For a choice of electrode, the result supports a conditional rule: at fixed $\gamma$, $g$ and strain, and with line tension and polarization neglected, the electrode with the larger $\gamma_{wa}-\gamma_{wc}$ has the lower barrier, provided that this difference lies between $-\gamma$ and $\gamma$ for both electrodes. Exchanging a real electrode generally changes the stress and the oxygen content of the film as well, so these conditions are seldom met exactly, and the rule orders barriers, not rates. Competing crystal phases each have their own $\gamma$, $g$ and $\theta$, so the rule must be applied to each phase separately. The phase with the largest driving energy need not have the lowest barrier. The remaining values, including $f$ at further angles, are in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
MODEL INPUTS (round, rough regime values)
crystal/amorphous interface energy: 2.00 eV/nm^2
same interface energy: 0.320 J/m^2
wall/amorphous interface energy: 5.00 eV/nm^2
wall/crystal interface energy: 4.00 eV/nm^2
driving free energy: 4.00 eV/nm^3
temperature: 800 K; film thickness: 10 nm
volume per formula unit: 0.035 nm^3
MAIN RESULTS
cosine of contact angle: 0.500
contact angle: 60.00 degrees
cap factor: 0.15625
critical radius, bulk and wall: 1.000 nm
cap height: 0.500 nm; base radius: 0.866 nm
critical cap volume: 0.654 nm^3
formula units in cap: 18.7
bulk barrier: 8.378 eV = 1.342e-18 J
wall barrier: 1.309 eV = 2.097e-19 J
wall barrier from free-angle search: 1.308997 eV
angle from free-angle search: 60.000 degrees
thermal energy: 0.06894 eV
bulk barrier / kT: 121.5
wall barrier / kT: 19.0
log10 of Boltzmann-factor ratio, wall/bulk: 44.5
FACTOR TABLE (wall barrier for the same gamma and g)
30 degrees: f = 0.01286, W = 0.108 eV
60 degrees: f = 0.15625, W = 1.309 eV
90 degrees: f = 0.50000, W = 4.189 eV
120 degrees: f = 0.84375, W = 7.069 eV
150 degrees: f = 0.98714, W = 8.270 eV
FREELY DEFORMED SURFACE
Young 60 deg: minimum 0.15633, angle 60.07 deg
Young 90 deg: minimum 0.50025, angle 90.10 deg
Young 120 deg: minimum 0.84439, angle 120.08 deg
NEGLECTED EFFECTS (wall barrier when each is included)
line tension +0.05 eV/nm: 1.584 eV
line tension -0.05 eV/nm: 1.040 eV
gamma 10% lower: 0.771 eV, angle 56.25 deg
Young modulus 200 GPa, Poisson ratio 0.3, linear misfit 3 %
unrelaxed strain energy: 1.605 eV/nm^3
wall barrier with strain: 3.651 eV
bulk barrier with strain: 23.368 eV
polarization 20 uC/cm^2, field 1 MV/cm, relative permittivity 30
field energy: 0.125 eV/nm^3; barrier 1.231 eV
depolarization limit: 0.470 eV/nm^3; barrier 1.681 eV
\end{verbatim}
